\section*{Two-level Metropolis sampling: detailed balance and when it saves time}

\section{What the setting can do to a run}

Variational Monte Carlo programs may offer two-level sampling: a proposed electron move is tested with one factor of the wave function, and the other factor is evaluated only if the first test succeeds. Two things can go wrong. If the second test uses the wrong ratio, the run samples the wrong density. In the model treated below this gives an energy of 8.283~eV, although the trial function has 8.342~eV and even the ground state lies at 8.324~eV. If the ratios are right but the setting is chosen by counting saved evaluations alone, the run can become slower: in the same model, with two equally costly factors, no other costs and a maximum step of 3~\AA\ for both rules, the efficiency falls to 0.79 of that of the ordinary rule.

The analysis gives the correct ratios and a criterion for switching the setting on.

\section{The rule and its detailed balance}

Let the real trial function be $\Psi=DJ$, with $D$ a determinant and $J$ a positive Jastrow factor. The density to be sampled is $\pi(R)=D^2(R)J^2(R)/\mathcal N$, where $\mathcal N$ normalizes it. Points with $\Psi=0$ are excluded. A move $R\to R'$ is proposed with density $T(R\to R')$, and the reverse of every possible proposal must also be possible. Define
\begin{equation}
q_1=\frac{D^2(R')\,T(R'\to R)}{D^2(R)\,T(R\to R')},\qquad
q_2=\frac{J^2(R')}{J^2(R)} .
\label{ratios}
\end{equation}
Level one accepts with probability $\min(1,q_1)$. On success, level two accepts with probability $\min(1,q_2)$, using a fresh random number. After a rejection at either level the old point is counted again. The total acceptance is
\begin{equation}
A_{\rm II}(R\to R')=\min(1,q_1)\min(1,q_2).
\end{equation}

For any $q>0$,
\begin{equation}
\frac{\min(1,q)}{\min(1,1/q)}=q ,
\label{minid}
\end{equation}
because for $q\le1$ the numerator is $q$ and the denominator 1, while for $q>1$ they are 1 and $1/q$. Reversing the move inverts both ratios in \eqref{ratios}. Using \eqref{minid} once per level,
\begin{equation}
\frac{A_{\rm II}(R\to R')}{A_{\rm II}(R'\to R)}=q_1q_2
=\frac{\pi(R')\,T(R'\to R)}{\pi(R)\,T(R\to R')} .
\end{equation}
Multiplying out gives detailed balance,
\begin{equation}
\pi(R)T(R\to R')A_{\rm II}(R\to R')=\pi(R')T(R'\to R)A_{\rm II}(R'\to R).
\end{equation}
The flow between any two points is equal in both directions, so $\pi$ is stationary.

Suppose instead that level two uses the full ratio $q_1q_2$. The forward-to-reverse acceptance ratio is then $q_1\cdot q_1q_2=q_1^2q_2$. For a symmetric proposal this is the ratio of $D^4J^2$, which is the density sampled. The average of the local energy $E_L=H\Psi/\Psi$ over that density is not the expectation value of $H$ in $\Psi$, so the variational bound does not protect it. This is how 8.283~eV can lie below the ground state.

\section{What the second test costs in acceptance}

The ordinary, one-level rule accepts with $A_{\rm I}=\min(1,q_1q_2)$. Write $a=\ln q_1$ and $b=\ln q_2$. Then
\begin{equation}
\ln\frac{A_{\rm I}}{A_{\rm II}}=\min(0,a+b)-\min(0,a)-\min(0,b).
\end{equation}
If $a,b\ge0$, every term vanishes. If $a,b\le0$, the result is $a+b-a-b=0$. If $a>0>b$, it is $\min(0,a+b)-b=\min(-b,a)$, and the case $b>0>a$ follows by exchange. Hence
\begin{equation}
\frac{A_{\rm I}}{A_{\rm II}}=
\begin{cases}
e^{\min(|a|,|b|)}, & a,b \text{ of opposite sign},\\
1, & \text{otherwise}.
\end{cases}
\label{loss}
\end{equation}
Acceptance is lost only when the factors disagree about a move: a gain in one can no longer pay for a loss in the other.

\section{From acceptance to statistical error}

Acceptance is not yet efficiency. Take a finite set of points $i$ with $\pi_i>0$, connected by the allowed moves, with at least one rejection possible. Let $P_{ij}$ be the transition probabilities, $\langle f,g\rangle=\sum_i\pi_if_ig_i$ and $(Pg)_i=\sum_jP_{ij}g_j$. Detailed balance, $\pi_iP_{ij}=\pi_jP_{ji}$, makes $P$ self-adjoint in this product. Since $\sum_jP_{ij}=1$ and $\sum_i\pi_iP_{ij}=\pi_j$,
\begin{align}
\langle g,(1-P)g\rangle
&=\tfrac12\sum_{ij}\pi_iP_{ij}(g_i^2+g_j^2)-\sum_{ij}\pi_iP_{ij}g_ig_j\nonumber\\
&=\tfrac12\sum_{ij}\pi_iP_{ij}(g_i-g_j)^2 .
\label{form}
\end{align}
This vanishes only for constant $g$, because the points are connected. It follows that $\pi$ is the only stationary density: if $\mu$ is stationary, $g_i=\mu_i/\pi_i$ obeys $Pg=g$ by detailed balance, so $g$ is constant. In the same way $\langle g,(1+P)g\rangle=\frac12\sum\pi_iP_{ij}(g_i+g_j)^2$. If this vanished, $g$ would be zero at a point with $P_{ii}>0$, then at its neighbours, and so everywhere. On functions of zero mean, all eigenvalues $\lambda$ of $P$ therefore satisfy $-1<\lambda<1$.

Let $f$ be an observable minus its mean, with $\sigma^2=\langle f,f\rangle$. In equilibrium, values $k$ steps apart have covariance $\langle f,P^kf\rangle$. For the mean $\bar f$ of $N$ steps,
\begin{equation}
N\,{\rm Var}(\bar f)=\langle f,f\rangle+2\sum_{k=1}^{N-1}\Bigl(1-\frac kN\Bigr)\langle f,P^kf\rangle .
\end{equation}
For large $N$, an eigenfunction component contributes with weight $1+2\lambda/(1-\lambda)=2/(1-\lambda)-1$. The variance of a long mean is thus $v/N$, with
\begin{equation}
v=2\langle f,(1-P)^{-1}f\rangle-\sigma^2 .
\label{v}
\end{equation}

To compare the rules, set $L=1-P$ and $h=L^{-1}f$ on functions of zero mean. Completing the square,
\begin{equation}
2\langle f,g\rangle-\langle g,Lg\rangle=\langle f,L^{-1}f\rangle-\langle g-h,L(g-h)\rangle ,
\end{equation}
so $\langle f,L^{-1}f\rangle$ is the maximum of the left side over $g$. At equal proposals, \eqref{loss} makes every off-diagonal $P_{ij}$ of the two-level rule at most as large as that of the one-level rule. By \eqref{form}, $\langle g,L_{\rm II}g\rangle\le\langle g,L_{\rm I}g\rangle$ for every $g$. The maximum is then at least as large for two levels, and
\begin{equation}
v_{\rm II}\ge v_{\rm I}.
\end{equation}

The damage is also bounded. Let the exponent in \eqref{loss} never exceed $m$. Then $L_{\rm II}\ge e^{-m}L_{\rm I}$ as quadratic forms, and substituting $g=e^mg'$ in the maximum gives $\langle f,L_{\rm II}^{-1}f\rangle\le e^m\langle f,L_{\rm I}^{-1}f\rangle$. With \eqref{v},
\begin{equation}
v_{\rm II}+\sigma^2\le e^m\,(v_{\rm I}+\sigma^2).
\label{bound}
\end{equation}
If $J$ is nearly constant, $m\to0$ and the loss disappears.

These variance results need a reversible chain, for example one that picks the moved electron at random. A sweep through the electrons in fixed order keeps $\pi$ stationary, since each single-electron step does, but the sweep as a whole is in general not reversible and the ordering of variances is not proved for it here. The results also assume that the observable is recorded at every trial. Recording it only every $k$-th trial replaces $P$ by $P^k$, and the ordering can then fail: for two points with $D^2=(2,1)$, $J^2=(1,2)$ and a flip proposed with probability 0.9, the nontrivial eigenvalues are $-0.8$ (one level) and $0.1$ (two levels), so $v_{\rm II}/v_{\rm I}$ is 11 for $k=1$ but 0.22 for $k=2$.

\section{The break-even condition}

Let $c_1$ and $c_2$ be the costs of evaluating the first and second factor at a new point, the old values being stored. This accounting assumes that $q_1$, including its proposal ratio, needs nothing from the second factor at the new point. A drift proposal built from $\nabla\ln\Psi$ violates this, because $T(R'\to R)$ then requires the gradient of $J$ at $R'$; that work is done at every trial and is not saved. Let $c_0$ be the other cost per trial and $u$ the extra cost per accepted move, such as updating an inverse matrix. A local energy recorded at every trial belongs in $u$ if the stored value is reused after a rejection. If it is evaluated only every $k$-th trial, $1/k$ of its cost goes into $c_0$, and $v$ must be taken for that measurement interval. From here on $A_{\rm I}$ and $A_{\rm II}$ denote averages, $P_1$ is the average of $\min(1,q_1)$, and $r=v_{\rm II}/v_{\rm I}$.

Reaching a given error takes a number of trials proportional to $v$. Two levels win when
\begin{equation}
r\,(c_0+c_1+P_1c_2+uA_{\rm II})<c_0+c_1+c_2+uA_{\rm I}.
\end{equation}
Collecting the terms in $c_2$ on one side,
\begin{equation}
c_2(1-rP_1)>(r-1)(c_0+c_1)+u\,(rA_{\rm II}-A_{\rm I}).
\label{crit}
\end{equation}
The left side is the net saving on the second factor. The right side is the price of repeating everything else more often. If $rP_1\ge1$ and the right side is not negative, no cost of the second factor, however large, makes the setting pay. For $c_2\to\infty$ with $rP_1<1$, the gain in speed tends to $1/(rP_1)$. When $J$ is nearly constant, $r\to1$ and $A_{\rm II}\to A_{\rm I}$, so the right side vanishes and any appreciable level-one rejection is profit.

For symmetric proposals, exchanging the levels leaves the product of acceptances, and hence the chain, unchanged. Only the cost differs. Testing $D$ first is cheaper if $c_D+P_Dc_J<c_J+P_Jc_D$, that is,
\begin{equation}
\frac{c_D}{1-P_D}<\frac{c_J}{1-P_J}.
\label{order}
\end{equation}
What counts is the cost per rejection. A cheap factor that rejects little may belong second.

\section{A model with known variances}

Two electrons of equal spin move in a one-dimensional harmonic trap with quantum $\omega=2$~eV. In atomic units,
\begin{equation}
H=\sum_{i=1}^2\Bigl(-\tfrac12\partial_i^2+\tfrac12\omega^2x_i^2\Bigr)+\frac1{\sqrt{x_{12}^2+d^2}},
\end{equation}
with $x_{12}=x_1-x_2$ and $d=1$~\AA. The factors are $D=x_{12}\,e^{-\omega(x_1^2+x_2^2)/2}$ and $J=\exp(-A\,e^{-x_{12}^2/2s^2})$, with $s=3$~\AA. Minimizing the energy gives $A=1.724$ and lowers it from 9.067~eV without $J$ to 8.342~eV.

The walk lives on a lattice of spacing 0.5~\AA\ with 1296 points, the two electrons' grids being offset so that no point lies on the node. A random electron is shifted by a random nonzero number of spacings up to a maximum step. The variances then follow from \eqref{v} by linear algebra, without sampling noise.

One move, taken at round positions that are not lattice points, shows the rule at work. With $x_2=1.0$~\AA, electron 1 goes from $-1.0$ to $-2.5$~\AA. The ratios are $q_D=0.772$ and $q_J=2.759$, with product 2.130. One level accepts with certainty, two levels with probability 0.772. The reverse move is accepted at two levels with probability $1/2.759=0.362$, and $0.772/0.362=2.13$, as detailed balance demands.

Averages for several maximum steps, with $D$ tested first, are:

\begin{center}
\begin{tabular}{ccccccc}
step (\AA) & $P_D$ & $A_{\rm I}$ & $A_{\rm II}$ & $v_{\rm I}$ (eV$^2$) & $r$, energy & $r$, size\\
1 & 0.737 & 0.743 & 0.591 & 1.336 & 1.20 & 1.46\\
2 & 0.603 & 0.595 & 0.426 & 0.767 & 1.42 & 2.01\\
3 & 0.496 & 0.477 & 0.320 & 0.679 & 1.68 & 2.65\\
4 & 0.413 & 0.389 & 0.253 & 0.745 & 1.84 & 3.14\\
8 & 0.238 & 0.217 & 0.138 & 1.372 & 1.96 & 3.25
\end{tabular}
\end{center}
Here $v_{\rm I}$ belongs to the local energy, and ``size'' is $x_1^2+x_2^2$.

At 4~\AA, $rP_D=1.842\times0.413=0.761$. With $c_0=u=0$, condition \eqref{crit} requires
\begin{equation}
\frac{c_J}{c_D}>\frac{1.842-1}{1-0.761}\approx3.5 .
\end{equation}
With $c_0=5c_D$ and $u=c_D$ the threshold rises to about 21, because the shared work must be repeated too. If the same $5c_D$ is spent only on accepted moves ($c_0=0$, $u=6c_D$), it is about 5.5. At $c_J=4c_D$ and $c_0=u=0$, the cost per trial falls by the factor $5/(1+4\times0.413)=1.89$, but dividing by $r=1.84$ leaves a gain of only 1.02. Monte Carlo runs with counted evaluations gave 1.05. The difference of 2.4\% from the computed gain is about 1.2 times the standard error of the variance ratio, which for $10^4$ independent walkers per rule is $\sqrt2\,\sqrt{2/10^4}=2\%$.

The order of the levels matters. By \eqref{order}, $D$ belongs first if $c_J/c_D>(1-0.695)/(1-0.413)=0.52$, so even when it costs nearly twice as much as $J$. With $J$ first at this step, $rP_J=1.28$ exceeds 1, and $rA_{\rm II}-A_{\rm I}=0.08$ is positive, so that order cannot beat one level at any costs.

The observable matters as well. For the size at 4~\AA, $rP_D=3.14\times0.413=1.30$: a setting that can pay for the energy cannot pay for the size when $c_0=u=0$. Nor does the ratio of acceptances replace $r$. At 4~\AA\ it is 1.54, below the energy's 1.84; at 1~\AA\ it is 1.26, above 1.20.

Finally, the two rules need not share a step length. On the scanned steps, the variance of the energy is least at 3~\AA\ for one level and at 2~\AA\ for two. With each rule at its own best scanned step (1 to 6 and 8~\AA) for cost times variance, $D$ first and $c_0=u=0$, the gain is 0.79 at $c_J=c_D$, 1.00 at $4c_D$ and 1.13 at $16c_D$. It tends to 1.20 for a very costly $J$. The scan is coarse: allowing also 1.5, 2.5 and 3.5~\AA\ moves the least two-level variance to 2.5~\AA\ and raises 0.79 to 0.81 and 1.20 to 1.21, leaving the other two gains unchanged. These figures belong to this model, this lattice and a measurement at every trial; the procedure for obtaining them carries over. At a maximum step of 4~\AA, refining the spacing to 0.25 and 0.125~\AA\ raises the break-even ratio from 3.5 to 4.1 and 4.4 and lowers the gain at $c_J=4c_D$ from 1.02 to 0.998 and 0.985. With steps tuned between 2 and 4~\AA\ or beyond, the same refinements change the gains 1.00, 1.13 and 1.21 to 0.98, 1.11 and 1.18, then to 0.97, 1.10 and 1.17, while 0.81 becomes 0.80; at a 1~\AA\ step $v_{\rm I}$ rises from 1.34 to 1.74 and 2.01~eV$^2$. On the 0.5~\AA\ lattice, recording the energy only every 4th, 10th or 20th trial lowers $r$ from 1.84 to 1.46, 1.11 and 1.02. A small $r$ at a long interval does not by itself make the setting pay, because the interval may be too long for the one-level rule. With $c_J=c_D$ and a local energy costing $20c_D$, intervals fixed at 10 and 20 trials give gains of 1.08 and 1.23, but with interval and step both tuned for each rule the gain is 0.87.

\section{Choosing the setting}

\begin{enumerate}
\item Check that level two uses the ratio of the second factor alone, that any proposal ratio enters once, and that level one, proposal ratio included, does not need the second factor at the new point.
\item Time the two factors, the shared work and the update. In an ordinary one-level run, average $\min(1,q_1)$ for each order, and $\min(1,q_1)\min(1,q_2)$. That run samples the same $\pi$, so these averages are $P_1$ and $A_{\rm II}$ at the same step length. Use \eqref{order} to choose the order if the proposal is symmetric.
\item Since $r\ge1$ for a reversible chain measured at every trial, the gain at equal steps then cannot exceed
\begin{equation}
\frac{c_0+c_1+c_2+uA_{\rm I}}{c_0+c_1+P_1c_2+uA_{\rm II}} .
\end{equation}
The bound holds only for the step at which it is evaluated, and a short step makes it small. If it is close to 1 over the range of useful steps, leave the setting off. If it is large, the question is still open, as the drop from 1.89 to 1.02 shows.
\item Measure $r$ for the observable of interest, at the measurement interval of the production run, from the variances of block means, using equal numbers of trials per block and blocks much longer than the correlation time. For $n$ independent, nearly Gaussian blocks, each variance has relative error about $\sqrt{2/n}$. A hundred blocks give 14\% for each rule and 20\% for $r$, too coarse to decide a case near break-even.
\item Tune the step and the measurement interval separately for each rule, minimizing cost times variance. A comparison at one shared, badly chosen step can mislead: at 8~\AA\ the break-even ratio is only $0.96/(1-1.96\times0.238)\approx1.8$, but there the one-level variance is twice its value at 3~\AA.
\end{enumerate}

The setting suits a second factor that is expensive, seldom opposes the first, and follows a first factor that rejects often, in a run where little other work is done per trial. The numerical output lists the remaining steps and the simulation checks.

\section*{Computed values}
\begin{verbatim}
trap quantum 2.0 eV, softening 1.0 A, Jastrow range 3.0 A
lattice spacing 0.50 A, states 1296
optimized Jastrow strength A = 1.7238 (no unit)
energy without Jastrow 9.0672 eV
trial energy 8.3422 eV; finer lattice 8.3422 eV
numerical ground-state energy of model 8.3245 eV
standard deviation of local energy 0.4828 eV
move of electron 1: x1 -1.0 -> -2.5 A, x2 = 1.0 A
  qD 0.7720, qJ 2.7593, product 2.1302
  one-level acceptance 1.0000, two-level 0.7720
  reverse move, two-level acceptance 0.3624
largest stationarity error: symmetric 4.2e-13, guided 5.3e-13
energy from wrong rule (full ratio at level 2) 8.2834 eV
scan: max step (A), PD, PJ, A1, A2, v1 (eV^2), v2 (eV^2), r energy, r size
  1.0 0.7369 0.8332 0.7432 0.5913 1.33638 1.59952 1.1969 1.4625
  2.0 0.6030 0.7642 0.5953 0.4257 0.76721 1.08929 1.4198 2.0071
  3.0 0.4960 0.7203 0.4770 0.3198 0.67855 1.14165 1.6825 2.6494
  4.0 0.4129 0.6952 0.3886 0.2527 0.74494 1.37251 1.8424 3.1371
  5.0 0.3505 0.6842 0.3251 0.2090 0.87530 1.68198 1.9216 3.3322
  6.0 0.3039 0.6841 0.2792 0.1787 1.03028 2.01654 1.9573 3.3628
  8.0 0.2379 0.7072 0.2168 0.1381 1.37228 2.69069 1.9608 3.2508
bound at max step 1.0 A: m = 0.6865, (v2+s^2)/(v1+s^2) = 1.1677 <= 1.9867
reference max step 4.0 A: r = 1.8424, A1/A2 = 1.5378
  r*PD = 0.7607, r*PJ = 1.2809
  break-even cJ/cD, c0=0, u=0: 3.5211
  break-even cJ/cD, c0=5cD, u=cD: 21.4483
  D first is the cheaper order if cJ/cD > 0.5191
Monte Carlo: 10000 walkers, 800 steps each (J first: 200)
  energies: one-level 8.3422, D first 8.3431, J first 8.3425 eV
  variances: one-level 0.74503, D first 1.34027 eV^2
  second-factor evaluations per trial: D first 0.4128, J first 0.6958
  acceptance: one-level 0.3886, D first 0.2527, J first 0.2528
  gain at cJ/cD = 4: formula 1.0235, counted 1.0484
step of least variance: one-level 3.0 A, two-level 2.0 A
gain with both steps tuned (c0=u=0, D first):
  cJ/cD = 0.25: gain 0.6767, two-level max step 2.0 A
  cJ/cD = 1.00: gain 0.7946, two-level max step 3.0 A
  cJ/cD = 4.00: gain 0.9959, two-level max step 3.0 A
  cJ/cD = 16.00: gain 1.1307, two-level max step 3.0 A
  limit of very costly J: gain 1.1982
\end{verbatim}
